# The shortest lateral period a metal–dielectric stack can transmit

## Problem

A periodic stack is made of alternating layers, each $d=10$ nm thick, with relative permittivities $\varepsilon_1=-4$ and $\varepsilon_2=2.56$. The layers are normal to $z$. A mask imposes a field that varies along the layers as $e^{ikx}$, with $k>0$ and lateral period $\Lambda=2\pi/k$. Neglect loss and retardation, and treat the stack as infinite. What is the shortest period that it transmits?

"Transmitted" means that the field is a Bloch wave with real wavenumber $K$ along $z$: from one cell of length $D=2d=20$ nm to the next it changes by a phase factor $e^{iKD}$ and does not decay. Without retardation the electric field is $-\nabla\phi$, which corresponds to TM polarization, and the potential obeys $\nabla\cdot(\varepsilon\nabla\phi)=0$.

## A tempting solution

The layers are thin, so replace the stack by a uniform anisotropic medium. The field component along the layers is continuous, so the displacement is averaged at fixed field:

$$\varepsilon_\parallel=\frac{\varepsilon_1+\varepsilon_2}{2}=-0.72 .$$

The displacement component normal to the layers is continuous, so the field is averaged at fixed displacement:

$$\frac1{\varepsilon_\perp}=\frac12\left(\frac1{\varepsilon_1}+\frac1{\varepsilon_2}\right),\qquad \varepsilon_\perp=14.22 .$$

For $\phi\propto e^{i(kx+Kz)}$ the field equation becomes $\varepsilon_\parallel k^2+\varepsilon_\perp K^2=0$, hence

$$\frac Kk=\sqrt{-\frac{\varepsilon_\parallel}{\varepsilon_\perp}}=0.225 .$$

This medium transmits every $k$. The real stack is periodic, however, and its Bloch wavenumber need not exceed $\pi/D$. Setting $K=\pi/D$ gives $k=\pi/(0.225\,D)$ and

$$\Lambda=\frac{2\pi}{k}=2D\times0.225=9.0\ \text{nm}.\qquad\text{(wrong)}$$

## Where it fails

The zone edge $K=\pi/D$ is indeed where transmission ends, as shown below. The fault is the use of the straight line $K=0.225\,k$ all the way to that edge. The averages assume nearly uniform fields within each layer. But the potential in a layer is built from $e^{kz}$ and $e^{-kz}$, so the averages require $kd\ll1$. At the claimed answer,

$$kd=\frac{\pi}{2\times0.225}=6.98,$$

and each exponential changes by a factor of about 1100 across one layer. The Bloch condition has to be found from the actual fields.

## Solution

**Fields in one layer.** With $\phi(x,z)=\phi(z)e^{ikx}$, the equation inside a uniform layer is $\phi''=k^2\phi$. At an interface $\phi$ and $u=\varepsilon\phi'$ are continuous, the second because the normal displacement is continuous. Write $c=\cosh kd$ and $s=\sinh kd$. Starting from $\phi(0)$ and $\phi'(0)=u(0)/\varepsilon_j$, the solution is

$$\phi(d)=c\,\phi(0)+\frac{s}{\varepsilon_jk}u(0),\qquad u(d)=\varepsilon_jk\,s\,\phi(0)+c\,u(0),$$

so layer $j$ acts on the column $(\phi,u)$ through

$$M_j=\begin{pmatrix}c&s/(\varepsilon_jk)\\ \varepsilon_jk\,s&c\end{pmatrix},\qquad \det M_j=c^2-s^2=1 .$$

**Bloch condition.** One cell is described by $M_2M_1$. Its diagonal elements are $c^2+(\varepsilon_1/\varepsilon_2)s^2$ and $c^2+(\varepsilon_2/\varepsilon_1)s^2$. Its determinant is 1, so its eigenvalues are $e^{iKD}$ and $e^{-iKD}$, whose sum $2\cos KD$ is the trace. Therefore

$$\cos KD=c^2+\frac12\left(\frac{\varepsilon_1}{\varepsilon_2}+\frac{\varepsilon_2}{\varepsilon_1}\right)s^2 .$$

**Using the opposite signs.** Put $\varepsilon_1=-a$ and $\varepsilon_2=b$, with $a=4$ and $b=2.56$. Since $c^2=1+s^2$,

$$\cos KD=1+\left(1-\frac{a^2+b^2}{2ab}\right)s^2=1-\frac{(a-b)^2}{2ab}\sinh^2kd .$$

The coefficient is $1.44^2/(2\times4\times2.56)=0.10125$. As $k$ grows from zero, $\cos KD$ falls steadily from 1. It can therefore leave the interval $[-1,1]$ only at $-1$, and it does not return. There is one pass band, $0<k\le k_{\max}$, and its edge is at $KD=\pi$.

**The edge.** Setting $\cos KD=-1$ gives

$$\sinh^2k_{\max}d=\frac{4ab}{(a-b)^2},\qquad \sinh k_{\max}d=\frac{2\sqrt{ab}}{|a-b|}=\frac{6.4}{1.44}=4.444 .$$

Then $\cosh^2k_{\max}d=1+4ab/(a-b)^2=(a+b)^2/(a-b)^2$. Adding the hyperbolic sine and cosine gives the exponential:

$$e^{k_{\max}d}=\frac{a+b+2\sqrt{ab}}{|a-b|}=\frac{(\sqrt a+\sqrt b)^2}{|\sqrt a-\sqrt b|\,(\sqrt a+\sqrt b)}=\frac{\sqrt a+\sqrt b}{|\sqrt a-\sqrt b|}=\frac{3.6}{0.4}=9 .$$

Hence $k_{\max}d=\ln9=2.197$, and

$$\boxed{\Lambda_{\min}=\frac{2\pi d}{\ln 9}=28.6\ \text{nm}}$$

At a period of 29 nm the Bloch condition gives $\cos KD=-0.88$, a propagating wave. At 28 nm it gives $-1.20$, which no real $K$ can satisfy. At the 9.0 nm of the first solution, $\cos KD$ would be about $-3\times10^4$.

## A second route through symmetry

Place $z=0$ at the centre of a negative layer, and look for a potential that is even about that centre and odd about the centre of the next positive layer, at $z=D/2$. Then $\phi(D-z)=-\phi(z)$ and $\phi(-z)=\phi(z)$, so $\phi(z+D)=-\phi(-z)=-\phi(z)$. This is a wave with $KD=\pi$.

Let $C=\cosh(kd/2)$ and $S=\sinh(kd/2)$. Starting with $\phi=1$ and $u=0$ at $z=0$, the values at the interface are $\phi=C$ and $u=-akS$. Half a positive layer further on,

$$\phi=C\cdot C+\frac{S}{bk}(-akS)=C^2-\frac ab S^2 .$$

Oddness requires this to vanish, so $\tanh^2(kd/2)=b/a=0.64$ and $\tanh(kd/2)=0.8$. Thus $kd=\ln[(1+0.8)/(1-0.8)]=\ln9$, as before.

## Limits of the formula

For $kd\ll1$, expand both sides of the Bloch condition: $K^2D^2/2=(a-b)^2k^2d^2/(2ab)$. With $D=2d$ this gives $K/k=|a-b|/(2\sqrt{ab})=1.44/6.4=0.225$. The uniform medium is thus the correct long-period limit, within the quasistatic model. It has no short-period cutoff because it contains no layer thickness.

If $a\gg b$, then $\ln[(1+x)/(1-x)]\approx2x$ with $x=\sqrt{b/a}$, and $\Lambda_{\min}\approx\pi d\sqrt{a/b}$. A strongly negative permittivity therefore worsens the resolution at fixed $d$ and $b$. If $a\to b$, the cutoff period tends to zero and $\cos KD=1$ for every $k$. This ideal matching relies on the absence of loss. At fixed permittivities $\Lambda_{\min}$ is proportional to $d$.

The period found is that of the field. If only the two waves $e^{ikx}$ and $e^{-ikx}$ are present with equal amplitudes, each field component varies as $\cos kx$ or $\sin kx$, and its square has half the period, 14.3 nm at the cutoff.

## Retardation

Take a vacuum wavelength $\lambda=193$ nm and $k_0=2\pi/\lambda$. The cutoff lies at $k_{\max}=6.75\,k_0$, so the quasistatic limit is reasonable there, but not perfect. For full TM waves the magnetic field $H_y$ obeys $H_y''=\kappa_j^2H_y$ with $\kappa_j=\sqrt{k^2-\varepsilon_jk_0^2}$, and $H_y$ and $H_y'/\varepsilon$ are continuous. The same matrix argument gives

$$\cos KD=\cosh\kappa_1d\,\cosh\kappa_2d+\frac12\left(p+\frac1p\right)\sinh\kappa_1d\,\sinh\kappa_2d,\qquad p=\frac{\varepsilon_1\kappa_2}{\varepsilon_2\kappa_1}.$$

With the permittivities held fixed, the short edge moves from 28.6 to 26.9 nm, a change of 6%. There is also a long edge, at 54.0 nm. Its origin can be seen in the uniform medium, where

$$\frac{K^2}{\varepsilon_\parallel}+\frac{k^2}{\varepsilon_\perp}=k_0^2\quad\Rightarrow\quad K^2=\varepsilon_\parallel\left(k_0^2-\frac{k^2}{\varepsilon_\perp}\right).$$

Because $\varepsilon_\parallel<0$, real $K$ needs $k>\sqrt{\varepsilon_\perp}\,k_0$, or $\Lambda<\lambda/\sqrt{\varepsilon_\perp}=51.2$ nm. The lossless stack thus transmits a window of periods. The quasistatic model misses its upper end, since it sets $k_0=0$.

## A real metal: gallium at 193 nm

Liquid gallium is nearly free-electron-like; the solid is less so. With three electrons per atom and a rough liquid density of 6.1 g/cm³, the free-electron permittivity at 193 nm is $-4.28$, close to the chosen $-4$. The value 2.56 is roughly that of an oxide transparent in the deep ultraviolet, such as fused silica (about 2.4); most polymers absorb at this wavelength. Lossless gallium is not a realistic assumption. A rough resistivity of 26 µΩ cm gives $\operatorname{Im}\varepsilon_1\approx0.55$ in the Drude model when the plasma frequency is set so that the undamped permittivity is $-4$. Adding a surface scattering rate of Fermi speed divided by $d$ raises it to about 0.65, the value used below. With the plasma frequency that follows from the density, the two values are 0.62 and 0.72. Continuous 10 nm gallium films are a further idealization, because the metal melts just above room temperature and tends to bead.

The effect of loss can be sized in the quasistatic model with $\operatorname{Re}\varepsilon_1$ held at $-4$. At the former cutoff, the squared field amplitude now falls to 0.077 of its value in each 20 nm cell, instead of staying constant. The reason is a square root. To first order, loss changes the Bloch condition at the edge to $\cos KD=-1+i\eta$, with

$$\eta=\sinh^2(k_{\max}d)\,\frac12\left(\frac1b-\frac b{a^2}\right)\operatorname{Im}\varepsilon_1=19.75\times0.115\times0.65\approx1.5 .$$

Writing $KD=\pi+\delta$ gives $\delta^2/2\approx i\eta$, so $|\operatorname{Im}\delta|\approx\sqrt\eta$ and the squared amplitude falls by $e^{-2\sqrt\eta}\approx0.09$ per cell. This is near the computed value, although $\eta$ is not small.

For five cells, 100 nm in all, between half-spaces of permittivity 2.56, the ratio of transmitted to incident field amplitude is:

| Period (nm) | Lossless | With loss |
|---|---|---|
| 25 | $1.7\times10^{-4}$ | $3.5\times10^{-5}$ |
| 32 | 0.70 | 0.016 |
| 40 | 0.86 | 0.15 |

The lossless entries at 32 and 40 nm are not a general level of transmission. The fields outside are evanescent, so the lossless stack has guided modes, and at their periods the ratio diverges. Three of these periods are 31.0, 35.2 and 46.1 nm, and the two entries lie between them. Loss removes the divergences, and the ratio then rises smoothly with the period over the range of the table. The sharp cutoff has become a gradual loss of amplitude. The table and the guided-mode periods are quasistatic. With retardation at 193 nm the lossy entries become $1.0\times10^{-4}$, 0.034 and 0.21, and the guided modes between 25 and 50 nm lie at 27.3, 28.7, 31.7 and 38.3 nm. At 32 nm the lossy stack still transfers far more than 100 nm of plain dielectric, where the factor would be $e^{-100k}\approx3\times10^{-9}$ with $k$ in nm⁻¹.

Three further changes, each made alone in the lossless quasistatic model, show how finely 28.6 nm may be read:

- A 5% change of $\varepsilon_1$ moves the cutoff to 27.1 nm (for $-3.80$) or 30.0 nm (for $-4.20$).
- Layers of 11 nm instead of 10 nm move it to 31.5 nm.
- Electron pressure in the metal, in a hydrodynamic model with hard walls, moves it to 30.4 nm. That model omits the spill of electrons beyond the surface, so it indicates the size of the effect and does not settle its sign.

The ideal answer is therefore a property of the stated model. Each of these changes shifts the cutoff by one to three nanometres. With loss there is no sharp cutoff at all: in the five-cell example the amplitude ratio reaches 0.1 only near a period of 38 nm in the quasistatic model (39 nm for $\operatorname{Im}\varepsilon_1=0.72$), and near 35.5 nm when retardation at 193 nm is included. For a real stack 28.6 nm therefore marks only the scale of the period, while loss and the number of cells decide how much of the field's variation reaches the far side. Further values are in the numerical output.

## Computed values

```
-- ideal quasistatic stack --
permittivity, negative layer: -4
permittivity, positive layer: 2.56
thickness of each layer: 10 nm
(eps1/eps2 + eps2/eps1)/2: -1.10125
coefficient of sinh^2 in 1 - cos KD: 0.10125
sinh(k_max d): 4.4444
k_max d: 2.19722
tanh(k_max d/2): 0.8
k_max: 0.21972 1/nm
shortest field period: 28.596 nm
half of that period: 14.3 nm
same period from finite elements: 28.597 nm
cos KD at period 25 nm: -2.807
cos KD at period 28 nm: -1.201
cos KD at period 29 nm: -0.8783
cos KD at period 40 nm: 0.4638
homogenized eps parallel to layers: -0.72
homogenized eps normal to layers: 14.22
K/k at small k, homogenized: 0.225
K/k at k = 0.002 1/nm, Bloch: 0.225
-- retardation --
vacuum wavelength: 193 nm
k_max / vacuum wavenumber: 6.75
retarded shortest period: 26.9 nm
retarded longest period: 53.99 nm
longest period, homogenized: 51.18 nm
-- rough gallium values and loss --
mass density (rough input): 6.1 g/cm3
resistivity (rough input): 26 uOhm cm
free-electron permittivity: -4.28
Fermi speed: 1.94e+06 m/s
Im eps, bulk damping: 0.55
Im eps, bulk + surface damping: 0.65
intensity factor per cell, period 25 nm: lossless 0.034, lossy 0.017
intensity factor per cell, period cutoff: lossless 1.000, lossy 0.077
intensity factor per cell, period 40 nm: lossless 1.000, lossy 0.414
field transfer, 5 cells, period 25 nm: lossless 1.71e-04, lossy 3.54e-05
field transfer, 5 cells, period 32 nm: lossless 7.02e-01, lossy 1.59e-02
field transfer, 5 cells, period 40 nm: lossless 8.63e-01, lossy 1.51e-01
-- other sensitivities --
cutoff period, hydrodynamic model: 30.4 nm
cutoff period for eps1 = -3.80: 27.1 nm
cutoff period for eps1 = -4.20: 30 nm
cutoff period for 11 nm layers: 31.5 nm
```
